# The Lee-Low-Pines polaron: energy bound, mass, phonons and charge cloud

Hold an electron fixed at a point $\mathbf r$ in a polar crystal. In Hartree atomic units, with electron charge $-1$ and one longitudinal optical frequency $\omega$ for all wave vectors, the lattice and its linear coupling to the electron are described by

$$H_{\rm fixed}=\sum_{\mathbf k}\left[\omega\,a_{\mathbf k}^\dagger a_{\mathbf k}+V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+V_{\mathbf k}^*a_{\mathbf k}^\dagger e^{-i\mathbf k\cdot\mathbf r}\right].$$

The zero-point energy is left out. Each mode is an oscillator under a constant force. With $g=V_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$,

$$\omega a^\dagger a+ga+g^*a^\dagger=\omega\left(a^\dagger+\frac{g}{\omega}\right)\left(a+\frac{g^*}{\omega}\right)-\frac{|g|^2}{\omega},$$

so in the ground state $a_{\mathbf k}$ has the value $-V_{\mathbf k}^*e^{-i\mathbf k\cdot\mathbf r}/\omega$, and the energy is $-\sum_{\mathbf k}|V_{\mathbf k}|^2/\omega$.

This case fixes the coupling. The interaction energy of a charge $-1$ is $-\Phi(\mathbf r)$, so the potential made by the lattice is

$$\Phi(\mathbf x)=-\sum_{\mathbf k}\left(V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}+\text{h.c.}\right),$$

and in the state just found it is $\sum_{\mathbf k}(2|V_{\mathbf k}|^2/\omega)\cos\mathbf k\cdot(\mathbf x-\mathbf r)$. Without lattice response, the potential at distance $y$ from the electron is $-1/(\varepsilon_\infty y)$; with it, $-1/(\varepsilon_0y)$. The lattice must supply the difference, $1/(\varepsilon^*y)$ with $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0$. Since $1/y$ has the Fourier transform $4\pi/k^2$, in a volume $\Omega$

$$\frac{2|V_{\mathbf k}|^2}{\omega}=\frac{4\pi}{\Omega\varepsilon^*k^2},\qquad |V_{\mathbf k}|^2=\frac{2\pi\omega}{\Omega\varepsilon^*k^2}.$$

The energy of the fixed electron is then minus infinity: $\sum_{\mathbf k}1/k^2$ grows linearly with the largest wave number admitted. The induced charge is finite, $1/\varepsilon^*$, but it sits at the same point as the electron, where its potential $1/(\varepsilon^*y)$ has no limit. An electron of finite mass recoils when it exchanges a phonon, and this recoil makes the energy calculated below finite.

Let the electron move in a parabolic band of mass $m$:

$$H=\frac{p^2}{2m}+\sum_{\mathbf k}\omega a_{\mathbf k}^\dagger a_{\mathbf k}+\sum_{\mathbf k}\left(V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right).$$

The force on each oscillator now depends on the operator $\mathbf r$. The first transformation refers the lattice to the electron's position. Let $\hat{\mathbf K}=\sum_{\mathbf k}\mathbf k\,a_{\mathbf k}^\dagger a_{\mathbf k}$ be the phonon momentum and $S=e^{-i\mathbf r\cdot\hat{\mathbf K}}$. Since $a_{\mathbf k}$ lowers the occupation by one, the phases on its two sides differ by one unit of $\mathbf k\cdot\mathbf r$. Since $\mathbf p=-i\nabla$, it also differentiates $S$. Therefore

$$S^\dagger a_{\mathbf k}S=a_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r},\qquad S^\dagger\mathbf pS=\mathbf p-\hat{\mathbf K}.$$

The phases in the interaction cancel, and $\mathbf r$ disappears from the Hamiltonian. The operator $\mathbf p$ now commutes with everything left. It represents the total momentum, because $S^\dagger(\mathbf p+\hat{\mathbf K})S=\mathbf p$. Replacing it by its eigenvalue $\mathbf P$ gives, without approximation,

$$H_1(\mathbf P)=\frac{(\mathbf P-\hat{\mathbf K})^2}{2m}+\sum_{\mathbf k}\omega a_{\mathbf k}^\dagger a_{\mathbf k}+\sum_{\mathbf k}\left(V_{\mathbf k}a_{\mathbf k}+V_{\mathbf k}^*a_{\mathbf k}^\dagger\right).$$

The electron has been eliminated at a price: $\hat{\mathbf K}^2$ couples the phonons to one another, since each recoil changes the momentum with which the electron meets the next phonon.

The second transformation shifts the oscillators, as in the fixed case, by amounts $f_{\mathbf k}$ still to be chosen. Let $D=e^{A}$ with $A=\sum_{\mathbf k}(f_{\mathbf k}a_{\mathbf k}^\dagger-f_{\mathbf k}^*a_{\mathbf k})$. Because $[a_{\mathbf k},A]=f_{\mathbf k}$ is a number, the derivative of $e^{-\lambda A}a_{\mathbf k}e^{\lambda A}$ with respect to $\lambda$ is $f_{\mathbf k}$, and integration from 0 to 1 gives $D^\dagger a_{\mathbf k}D=a_{\mathbf k}+f_{\mathbf k}$. The trial state is $D|0\rangle$. To average $\hat{\mathbf K}^2$, put it in normal order:

$$\hat{\mathbf K}^2=\sum_{\mathbf k\mathbf k'}\mathbf k\cdot\mathbf k'\,a_{\mathbf k}^\dagger a_{\mathbf k'}^\dagger a_{\mathbf k'}a_{\mathbf k}+\sum_{\mathbf k}k^2a_{\mathbf k}^\dagger a_{\mathbf k}.$$

In the trial state each $a_{\mathbf k}$ becomes $f_{\mathbf k}$ and each $a_{\mathbf k}^\dagger$ becomes $f_{\mathbf k}^*$. With $\mathbf K=\sum_{\mathbf k}\mathbf k|f_{\mathbf k}|^2$ the energy is

$$E[f]=\frac{(\mathbf P-\mathbf K)^2}{2m}+\sum_{\mathbf k}|f_{\mathbf k}|^2\left(\omega+\frac{k^2}{2m}\right)+2\,\mathrm{Re}\sum_{\mathbf k}V_{\mathbf k}f_{\mathbf k}.$$

The term $k^2/2m$, absent for the fixed electron, comes from the normal ordering.

Take $\mathbf P=0$ and write $d_k=\omega+k^2/2m$. Completing the square mode by mode,

$$E[f]=\frac{K^2}{2m}+\sum_{\mathbf k}d_k\left|f_{\mathbf k}+\frac{V_{\mathbf k}^*}{d_k}\right|^2-\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{d_k}.$$

The first two terms are not negative. Both vanish for $f_{\mathbf k}=-V_{\mathbf k}^*/d_k$, since $|f_{\mathbf k}|^2$ is then isotropic and $\mathbf K=0$. This is the global minimum over all shifts. To evaluate it, set $q_0=\sqrt{2m\omega}$ and $k=q_0x$, so that $d_k=\omega(1+x^2)$. For any function $g$ of $k$,

$$\sum_{\mathbf k}|V_{\mathbf k}|^2g=\int_0^\infty\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{2\pi\omega}{\varepsilon^*k^2}\,g=\frac{\omega q_0}{\pi\varepsilon^*}\int_0^\infty g\,dx=\frac{2\alpha\omega^2}{\pi}\int_0^\infty g\,dx,$$

where $\alpha=q_0/(2\omega\varepsilon^*)$ is the dimensionless coupling constant. With $g=1/d_k$ the integral is $\pi/2\omega$, and hence

$$E_0\le-\alpha\omega .$$

Both transformations are unitary, so $-\alpha\omega$ is the mean energy of a normalized state of the original Hamiltonian. It therefore lies at or above the ground energy $E_0$ for every $\alpha$. The same sum is the second-order perturbation energy of an electron at rest; the variational argument adds that it is a bound at any coupling.

The parts of the energy follow from $\int_0^\infty dx/(1+x^2)^2=\int_0^\infty x^2dx/(1+x^2)^2=\pi/4$. The phonon energy $\omega\sum|f_{\mathbf k}|^2$ is $\alpha\omega/2$, the recoil energy $\sum|f_{\mathbf k}|^2k^2/2m$ is also $\alpha\omega/2$, and the interaction energy is $-2\alpha\omega$. The recoil term is the electron's kinetic energy: the total momentum is zero, but the electron's own momentum fluctuates against that of the phonons.

The first of these integrals also gives the mean phonon number,

$$\bar N=\sum_{\mathbf k}|f_{\mathbf k}|^2=\frac{2\alpha}{\pi}\cdot\frac{\pi}{4}=\frac{\alpha}{2}.$$

The number operator commutes with $S$, so the count is the same before and after the first transformation. The shifted vacuum is a product of coherent states, each with a Poisson distribution of its occupation, and a sum of independent Poisson variables is again Poisson. The probability of finding no phonon is thus $e^{-\alpha/2}$. These are properties of the trial state; the variational argument above bounds only the energy. The true mean number is larger, $\alpha/2+0.032\,\alpha^2$ to second order in $\alpha$.

How far is the trial state from an eigenstate? Let $\mathbf B^\dagger=\sum_{\mathbf k}\mathbf kf_{\mathbf k}a_{\mathbf k}^\dagger$. At $\mathbf P=\mathbf K=0$ the shift turns $\hat{\mathbf K}$ into $\hat{\mathbf K}+\mathbf B+\mathbf B^\dagger$. Acting on the vacuum, the square of this operator gives

$$(\hat{\mathbf K}+\mathbf B+\mathbf B^\dagger)^2|0\rangle=\left[\sum_{\mathbf k}k^2|f_{\mathbf k}|^2+\sum_{\mathbf k}k^2f_{\mathbf k}a_{\mathbf k}^\dagger+\mathbf B^\dagger\cdot\mathbf B^\dagger\right]|0\rangle .$$

The first term belongs to the mean energy. The second, divided by $2m$, joins the other one-phonon terms to give $\sum_{\mathbf k}(d_kf_{\mathbf k}+V_{\mathbf k}^*)a_{\mathbf k}^\dagger|0\rangle=0$. What remains is a pair of phonons, $(1/2m)\mathbf B^\dagger\cdot\mathbf B^\dagger|0\rangle$, whose squared norm is the energy variance. The commutators needed are

$$[B_i,B_j^\dagger]=\sum_{\mathbf k}k_ik_j|f_{\mathbf k}|^2=\frac{\delta_{ij}}{3}\,2m\,\frac{\alpha\omega}{2}=\frac{m\alpha\omega}{3}\,\delta_{ij}.$$

Each $\langle B_iB_iB_j^\dagger B_j^\dagger\rangle$ contains two equal pairings, so

$$\sigma^2=\frac{1}{4m^2}\cdot2\cdot3\left(\frac{m\alpha\omega}{3}\right)^2=\frac{\alpha^2\omega^2}{6},\qquad\sigma=\frac{\alpha\omega}{\sqrt6}.$$

Because $\sigma\ne0$, the trial state is not an eigenstate. A state whose mean energy equals the lowest energy must be one, so the bound is strict for $\alpha>0$. The spread $\sigma$ is not an estimate of the error in the energy.

A small model shows the gap. Put an electron of mass 1 on a ring with two modes, $k=\pm1$, with $\omega=1$ and $V=0.6$. The shifts are $-0.6/1.5=-0.4$ and the bound is $-2(0.36)/1.5=-0.480$. Diagonalization in a truncated phonon space, which itself can only lie too high, gives $-0.498$. In the same model, the nine lowest levels calculated with the electron in position space agree with those of $H_1(P)$ to rounding error, which tests the first transformation.

At large $\alpha$ the bound remains true but is poor. Consider instead an electron localized in a region of size $L$, with the lattice adjusted to its mean density. The kinetic cost is $t/(mL^2)$. By the fixed-charge calculation, applied to a smeared charge, the gain is $c/(\varepsilon^*L)$. Here $t$ and $c$ are positive numbers set by the shape of the density. Minimizing over $L$ gives $-mc^2/(4t\varepsilon^{*2})$, and since $m/\varepsilon^{*2}=2\alpha^2\omega$ this is $-(c^2/2t)\alpha^2\omega$. A quadratic law must fall below $-\alpha\omega$ once $\alpha$ is large enough. The localized state is also built from shifted oscillators, but its shifts refer to a fixed point. The state $D|0\rangle$ refers them to the electron's position, and its best shifts are $-V_{\mathbf k}^*/d_k$ with $d_k$ independent of the coupling. Its energy is therefore proportional to $|V_{\mathbf k}|^2$, exactly linear in $\alpha$, and cannot follow a quadratic law.

For the mass, let $\mathbf P\ne0$. Setting the derivative of $E[f]$ with respect to $f_{\mathbf k}^*$ to zero, and noting that $\mathbf K$ contributes $\mathbf kf_{\mathbf k}$, gives

$$V_{\mathbf k}^*+f_{\mathbf k}\left[\omega+\frac{k^2}{2m}-\mathbf k\cdot\mathbf w\right]=0,\qquad\mathbf w=\frac{\mathbf P-\mathbf K}{m}.$$

Since $E$ is stationary in $f$, its derivative with respect to $\mathbf P$ comes from the explicit dependence alone: $\partial E/\partial\mathbf P=(\mathbf P-\mathbf K)/m=\mathbf w$. So $\mathbf w$ is the polaron's velocity.

Call the square bracket $D_{\mathbf k}$ and define $F(w)=\sum_{\mathbf k}|V_{\mathbf k}|^2/D_{\mathbf k}$. With $Q=mw/q_0$ and $c$ the cosine of the angle between $\mathbf k$ and $\mathbf w$, $D_{\mathbf k}=\omega(1+x^2-2Qxc)$. Averaging over directions brings a factor $\tfrac12\int dc$. Because the integrand is unchanged when $x$ and $c$ both change sign, the $x$ integral may be extended to the whole line with another factor $\tfrac12$:

$$F=\frac{\alpha\omega}{2\pi}\int_{-1}^1dc\int_{-\infty}^\infty\frac{dx}{(x-Qc)^2+1-Q^2c^2}=\frac{\alpha\omega}{2}\int_{-1}^1\frac{dc}{\sqrt{1-Q^2c^2}}=\alpha\omega\,\frac{\arcsin Q}{Q}.$$

Differentiating $F$ with respect to $w$ brings down $\mathbf k|V_{\mathbf k}|^2/D_{\mathbf k}^2=\mathbf k|f_{\mathbf k}|^2$, so $K=dF/dw=(m/q_0)\,dF/dQ$. With $m\omega/q_0=q_0/2$,

$$\frac{K}{q_0}=\frac{\alpha}{2}\left[\frac{1}{Q\sqrt{1-Q^2}}-\frac{\arcsin Q}{Q^2}\right],\qquad\frac{P}{q_0}=Q+\frac{K}{q_0}.$$

For the energy, write $\omega+k^2/2m=D_{\mathbf k}+\mathbf k\cdot\mathbf w$. The phonon and recoil sum becomes $F+Kw$ and the interaction is $-2F$. With $w=(P-K)/m$,

$$E(P)=\frac{(P-K)^2}{2m}+\frac{K(P-K)}{m}-F=\frac{P^2-K^2}{2m}-\alpha\omega\,\frac{\arcsin Q}{Q}.$$

For small $Q$, $\arcsin Q/Q=1+Q^2/6+\dots$, whose derivative is $Q/3$. Then $K=\alpha q_0Q/6=(\alpha/6)mw$ and $P=(1+\alpha/6)mw$. Integrating $dE/dP=w$ from $P=0$,

$$E(P)=-\alpha\omega+\frac{P^2}{2m^*}+O(P^4),\qquad m^*=m\left(1+\frac{\alpha}{6}\right).$$

The extra mass is the momentum carried by the phonon cloud per unit velocity. Each $E(P)$ is an upper bound on the lowest energy at that momentum, but the difference of two upper bounds bounds nothing. The mass is therefore an estimate with no guaranteed sign of error.

The solution requires $Q<1$, that is $mw^2/2<\omega$: otherwise $D_{\mathbf k}$ vanishes for some phonon and the electron can emit it. The curve loses its value earlier. A polaron at rest with a distant free phonon of momentum $\mathbf P$ has energy $-\alpha\omega+\omega$, so where $E(P)$ exceeds this, the trial state is no longer the better one.

Return to $\mathbf P=0$ and ask where the lattice charge sits. The electron is equally likely to be anywhere, so the mean charge density is uniform. The cloud appears in the density conditional on the electron's position. The first transformation turns $\Phi(\mathbf x)$ into $-\sum_{\mathbf k}(V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot(\mathbf x-\mathbf r)}+\text{h.c.})$, a function of $\mathbf y=\mathbf x-\mathbf r$. Inserting $f_{\mathbf k}=-V_{\mathbf k}^*/d_k$ gives

$$\Phi(y)=\sum_{\mathbf k}\frac{2|V_{\mathbf k}|^2}{d_k}\cos\mathbf k\cdot\mathbf y,\qquad\frac{2|V_{\mathbf k}|^2}{d_k}=\frac{4\pi}{\Omega\varepsilon^*}\left[\frac1{k^2}-\frac1{k^2+q_0^2}\right].$$

The two terms are the transforms of a Coulomb and a screened Coulomb potential. Poisson's equation, $\rho=-\nabla^2\Phi/4\pi$, multiplies the transform by $k^2/4\pi$ and leaves $q_0^2/[\Omega\varepsilon^*(k^2+q_0^2)]$. Hence

$$\Phi(y)=\frac{1-e^{-q_0y}}{\varepsilon^*y},\qquad\rho(y)=\frac{q_0^2}{4\pi\varepsilon^*}\,\frac{e^{-q_0y}}{y}.$$

The charge is positive, as it must be around an electron. Integrating $4\pi y^2\rho$ gives the charge within a radius $R$,

$$q(R)=\frac{1}{\varepsilon^*}\left[1-(1+q_0R)e^{-q_0R}\right],$$

which tends to $1/\varepsilon^*$. Added to the electron's charge as screened by the fast electronic response, $-1/\varepsilon_\infty$, this leaves $-1/\varepsilon_0$ at large distance. At the electron itself $\Phi(0)=q_0/\varepsilon^*=2\alpha\omega$, so $-\Phi(0)$ reproduces the interaction energy found above. For $m\to\infty$ the length $1/q_0$ shrinks to zero and the divergent fixed-charge case returns. The density grows as $1/y$ near the electron, but the fraction of the cloud inside a small radius is only about $(q_0R)^2/2$. For this trial state the continuum description is consistent when $1/q_0$ is much longer than the lattice spacing. At large $\alpha$ the localized state above has the size $L=2t\varepsilon^*/(mc)=(2t/c)/(\alpha q_0)$, and it is this shorter length that must exceed the spacing.

Take round parameters: $m=0.2$, $\omega=0.001$ hartree, $\varepsilon_\infty=4$ and $\varepsilon_0=12$. Then $1/\varepsilon^*=1/4-1/12=1/6$, $q_0=\sqrt{2(0.2)(0.001)}=0.02$ bohr$^{-1}$ and

$$\alpha=\frac{0.02}{2(0.001)(6)}=1.667 .$$

The cloud length is 50 bohr, or 2.65 nm, five times a lattice constant of 10 bohr. The continuum description is then reasonable but not exact: ending the sum at the Debye radius of a simple cubic lattice with this lattice constant $a$, $(6\pi^2)^{1/3}/a\approx19.5\,q_0$, replaces $\pi/2$ by $\arctan19.5$ and raises the bound by 1.5 meV, to $-43.9$ meV. The values that follow are those of the continuum model without a cutoff. Its ground energy lies below $-0.001667$ hartree, or $-45.4$ meV relative to the band edge. This bound is the sum of 0.000833 hartree of recoil, the same amount of phonon energy, and $-0.003333$ hartree of interaction. The energy spread is 0.00068 hartree, so the trial state is visibly not an eigenstate at this coupling. The estimate of the mass is $0.2\times1.278=0.256$; Feynman's path-integral estimate at this coupling is 0.274, about 7 percent higher. In the trial state the mean phonon number is 0.83, and the probability of finding no phonon is $e^{-0.833}=0.43$.

The lattice charge within 50 bohr is 0.044, about a quarter of the total 0.167. Half the cloud lies within 84 bohr, and at 200 bohr the enclosed charge has reached 0.151.

At $P=q_0/2=0.01$ bohr$^{-1}$ the cloud carries $K=0.00242$ bohr$^{-1}$, or 24 percent of the momentum. In the low-velocity limit the share would be $(\alpha/6)/(1+\alpha/6)$, or 22 percent. The trial energy is $-0.001474$ hartree, a rise of 0.000193 hartree above its value at rest and well below the one-phonon limit $\omega$. The parabola lies higher by 0.000003 hartree, about 1.6 percent of that rise. The sign follows from the series of $\arcsin Q/Q$, whose coefficients are all positive: $K/w$ grows with velocity, the polaron becomes heavier, and its energy rises more slowly than the parabola. The numerical output below gives most of these values with further digits.

## Calculated quantities

```
band mass m                         0.200 electron masses
phonon energy omega                 0.001000 hartree
eps_inf                             4.0 (no unit)
eps_0                               12.0 (no unit)
1/eps_star                          0.166667 (no unit)
q0                                  0.020000 1/bohr
cloud length 1/q0                   50.000 bohr
cloud length 1/q0                   2.6459 nm
alpha                               1.666667 (no unit)
recoil energy                       0.00083333 hartree
phonon energy in cloud              0.00083333 hartree
interaction energy                  -0.00333333 hartree
upper bound, quadrature             -0.00166667 hartree
upper bound, -alpha*omega           -0.00166667 hartree
upper bound                         -45.352 meV
energy spread of trial state        0.00068041 hartree
mass ratio 1+alpha/6                1.277778 (no unit)
polaron mass                        0.255556 electron masses
mean phonon number                  0.833333 (no unit)
probability of no phonon            0.434598 (no unit)
total momentum P = q0/2             0.010000 1/bohr
momentum in cloud K                 0.002419 1/bohr
velocity parameter Q                0.379074 (no unit)
E(P), full trial state              -0.00147403 hartree
E(P), parabola                      -0.00147101 hartree
y =  25.0 bohr: density 1.2871e-07 e/bohr^3, enclosed 0.015034 e
y =  50.0 bohr: density 3.9033e-08 e/bohr^3, enclosed 0.044040 e
y = 100.0 bohr: density 7.1798e-09 e/bohr^3, enclosed 0.098999 e
y = 200.0 bohr: density 4.8584e-10 e/bohr^3, enclosed 0.151404 e
radius holding half the cloud       83.917 bohr
ring: largest level mismatch        2.2e-14 (ring units)
ring: coherent-state bound          -0.480000 (ring units)
ring: diagonalized ground level     -0.498232 (ring units)
ring: energy spread                 0.226274 (ring units)
```
